# Cation Bond-Length Change from a Vibrational Peak Ratio: a numerical check

```python
# Result under test: for equal harmonic modes in neutral and cation,
#   |d| = L*sqrt(2*S),  L = sqrt(hbar/(mu*omega)),  S = I1/I0,
# d: shift of the minimum on ionization; mu: reduced mass; omega: angular frequency;
# I_n: intensity of the peak with n quanta in the cation, from the cold neutral.
# Lengths are in angstrom, energies in eV. The independent road is grid
# diagonalization of both vibrational Hamiltonians. Neglected effects are sized too.
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import iv

ratio = 0.80
wavenumber = 1600.0
carbon_mass = 12.0
mu_amu = carbon_mass * carbon_mass / (2 * carbon_mass)
mu = mu_amu * const.atomic_mass
quantum = const.h * const.c * wavenumber * 100 / const.e
hbar2_over_mu = const.hbar**2 / mu / const.e * 1e20      # eV angstrom^2
length = math.sqrt(hbar2_over_mu / quantum)
spring = quantum / length**2
d_formula = length * math.sqrt(2 * ratio)
relaxation = ratio * quantum

# Sinc-grid kinetic energy
step = 0.01
x = np.arange(-70, 91) * step
index = np.arange(len(x))
diff = index[:, None] - index[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, math.pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = kinetic * hbar2_over_mu / (2 * step**2)


def levels(potential):
    return np.linalg.eigh(kinetic + np.diag(potential))


def harmonic(center, energy=quantum):
    return 0.5 * energy**2 / hbar2_over_mu * (x - center)**2


def progression(neutral, cation, amplitude=1.0):
    ground = levels(neutral)[1][:, 0]
    energies, states = levels(cation)
    return energies, (states.T @ (amplitude * ground))**2


def first_ratio(neutral, cation, amplitude=1.0):
    weights = progression(neutral, cation, amplitude)[1]
    return weights[1] / weights[0]


def infer(ratio_of_d):
    return brentq(lambda d: ratio_of_d(d) - ratio, 0.03, 0.15, xtol=1e-11)


# Main result, Poisson law, sign ambiguity, relaxation energy
d_grid = infer(lambda d: first_ratio(harmonic(0), harmonic(d)))
assert abs(d_grid - d_formula) < 1e-7
assert abs(d_formula - 0.075) < 0.0005
energies, weights = progression(harmonic(0), harmonic(d_formula))
poisson = np.array([math.exp(-ratio) * ratio**n / math.factorial(n)
                    for n in range(8)])
assert np.allclose(weights[:8], poisson, atol=1e-8)
assert abs(first_ratio(harmonic(0), harmonic(-d_formula)) - ratio) < 1e-7
mean_energy = np.sum(weights * (energies - energies[0]))
assert abs(mean_energy - relaxation) < 1e-7
assert abs(0.5 * spring * d_formula**2 - mean_energy) < 1e-7

# Reading error of the ratio
ratio_error = 0.05
d_low = length * math.sqrt(2 * (ratio - ratio_error))
d_high = length * math.sqrt(2 * (ratio + ratio_error))
relative_rule = ratio_error / (2 * ratio)
assert abs((d_high - d_low) / (2 * d_formula) - relative_rule) < 1e-3


# Unequal frequencies
def unequal_formula(neutral_energy, cation_energy):
    cation_length = math.sqrt(hbar2_over_mu / cation_energy)
    factor = (neutral_energy + cation_energy) / (2 * neutral_energy)
    return cation_length * math.sqrt(2 * ratio) * factor


frequency_factor = 1.10
pairs = [(frequency_factor * quantum, quantum),
         (quantum, quantum / frequency_factor)]
d_unequal = []
for neutral_energy, cation_energy in pairs:
    found = infer(lambda d: first_ratio(harmonic(0, neutral_energy),
                                        harmonic(d, cation_energy)))
    assert abs(found - unequal_formula(neutral_energy, cation_energy)) < 1e-7
    d_unequal.append(found)

# Equal Morse curves whose fundamental is the given wavenumber
depth = 5.0
morse_energy = depth * (1 - math.sqrt(1 - 2 * quantum / depth))
morse_a = math.sqrt(morse_energy**2 / hbar2_over_mu / (2 * depth))


def morse(center):
    return depth * (1 - np.exp(-morse_a * (x - center)))**2


morse_levels = levels(morse(0))[0]
assert abs(morse_levels[1] - morse_levels[0] - quantum) < 1e-6
d_longer = infer(lambda d: first_ratio(morse(0), morse(d)))
d_shorter = infer(lambda d: first_ratio(morse(0), morse(-d)))
w_longer = progression(morse(0), morse(d_longer))[1]
w_shorter = progression(morse(0), morse(-d_shorter))[1]

# Electronic amplitude 1 + slope*x
d_slope = []
for slope in (1.0, -1.0):
    found = infer(lambda d: first_ratio(harmonic(0), harmonic(d), 1 + slope * x))
    bracket = 1 - slope * length**2 / found / (1 + slope * found / 2)
    assert abs(found**2 / (2 * length**2) * bracket**2 - ratio) < 1e-6
    d_slope.append(found)


# Thermal population of the neutral
def thermal_formula(s, temperature):
    reduced = quantum * const.e / (const.k * temperature)
    argument = s / math.sinh(reduced / 2)
    return math.exp(reduced / 2) * iv(1, argument) / iv(0, argument)


def thermal_sum(d, temperature):
    reduced = quantum * const.e / (const.k * temperature)
    overlaps = (levels(harmonic(d))[1].T @ levels(harmonic(0))[1])**2
    population = np.exp(-reduced * np.arange(18))
    zero = sum(population[m] * overlaps[m, m] for m in range(18))
    one = sum(population[m] * overlaps[m + 1, m] for m in range(18))
    return one / zero


temperature = 300.0
for test_temperature in (temperature, 1500.0):
    assert abs(thermal_sum(d_formula, test_temperature)
               - thermal_formula(ratio, test_temperature)) < 1e-6
s_thermal = brentq(lambda s: thermal_formula(s, temperature) - ratio, 0.5, 1.1,
                   xtol=1e-13)
thermal_shift = math.sqrt(s_thermal / ratio) - 1
hot_population = math.exp(-quantum * const.e / (const.k * temperature))

# A second mode hidden under the first peak
other_share = 0.25
d_shared = length * math.sqrt(2 * ratio * (1 - other_share))
d_other = length * math.sqrt(2 * ratio * other_share)
w_a = progression(harmonic(0), harmonic(d_shared))[1]
w_b = progression(harmonic(0), harmonic(d_other))[1]
joint = (w_a[1] * w_b[0] + w_a[0] * w_b[1]) / (w_a[0] * w_b[0])
assert abs(joint - ratio) < 1e-7

# Gaussian broadening of the sticks
def spectrum(energy, width):
    offsets = np.asarray(energy)[..., None] - quantum * np.arange(12)
    return np.exp(-4 * math.log(2) * (offsets / width)**2) @ weights[:12]


def maxima(width):
    curve = spectrum(np.linspace(-1, 2, 6001), width)
    return int(np.sum((curve[1:-1] > curve[:-2]) & (curve[1:-1] > curve[2:])
                      & (curve[1:-1] > 1e-3 * curve.max())))


widths = (0.10, 0.20)
height_ratios = [float(spectrum(quantum, w) / spectrum(0.0, w)) for w in widths]
film_width = 0.50
film_maxima = maxima(film_width)
narrow_maxima = maxima(widths[0])
assert film_maxima == 1 and narrow_maxima > 2

# Quinoid stretch of a six-carbon ring with equal stretching springs
angles = np.arange(6) * math.pi / 3
atoms = np.column_stack((np.cos(angles), np.sin(angles)))
bond_matrix = np.zeros((6, 12))
for i in range(6):
    j = (i + 1) % 6
    direction = atoms[j] - atoms[i]
    direction = direction / np.linalg.norm(direction)
    bond_matrix[i, 2*i:2*i+2] = -direction
    bond_matrix[i, 2*j:2*j+2] = direction
pattern = np.array([1, -0.5, -0.5, 1, -0.5, -0.5])
motion = np.linalg.lstsq(bond_matrix, pattern, rcond=None)[0]
hessian = bond_matrix.T @ bond_matrix
assert np.allclose(hessian @ motion, 2.5 * motion, atol=1e-10)
small = 1e-6
moved = atoms + small * motion.reshape(6, 2)
bond_change = np.linalg.norm(np.roll(moved, -1, axis=0) - moved, axis=1) - 1
assert np.allclose(bond_change / small, pattern, atol=1e-5)
ring_mass = carbon_mass * float(motion @ motion)
assert abs(ring_mass - 1.2 * carbon_mass) < 1e-9
d_ring = d_formula * math.sqrt(mu_amu / ring_mass)


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Input ratio I1/I0", ratio, 2)
show("Input wavenumber", wavenumber, 0, "cm^-1")
show("Carbon mass", carbon_mass, 0, "amu")
show("Reduced mass", mu_amu, 1, "amu")
show("Reduced mass in SI", mu * 1e27, 4, "x 1e-27 kg")
show("Angular frequency", quantum * const.e / const.hbar / 1e14, 4, "x 1e14 rad/s")
show("Vibrational quantum", quantum, 4, "eV")
show("Oscillator length L", length, 5, "angstrom")
show("Dimensionless shift d/L", d_formula / length, 4)
show("Shift d from formula", d_formula, 5, "angstrom")
show("Shift d from grid search", d_grid, 5, "angstrom")
show("Shift d converted", d_formula * 100, 2, "pm")
show("Force constant", spring, 2, "eV/angstrom^2")
show("Hole relaxation energy S*hbar*omega", relaxation, 4, "eV")
show("Mean vibrational energy from grid", mean_energy, 4, "eV")
for n in range(4):
    show(f"Fraction of intensity in peak {n}", weights[n], 4)
show("Harmonic I2/I0", weights[2] / weights[0], 3)
show("Assumed error of ratio", ratio_error, 2)
show("d at lower ratio", d_low, 4, "angstrom")
show("d at upper ratio", d_high, 4, "angstrom")
show("Relative error of d by rule", 100 * relative_rule, 1, "%")
show("Neutral/cation frequency factor", frequency_factor, 2)
show("d if given wavenumber is the cation's", d_unequal[0], 4, "angstrom")
show("d if given wavenumber is the neutral's", d_unequal[1], 4, "angstrom")
show("Morse depth (rough)", depth, 1, "eV")
show("Morse d, bond lengthens", d_longer, 4, "angstrom")
show("Morse d, bond shortens (magnitude)", d_shorter, 4, "angstrom")
show("Morse I2/I0, bond lengthens", w_longer[2] / w_longer[0], 3)
show("Morse I2/I0, bond shortens", w_shorter[2] / w_shorter[0], 3)
show("d, amplitude slope +1 per angstrom", d_slope[0], 4, "angstrom")
show("d, amplitude slope -1 per angstrom", d_slope[1], 4, "angstrom")
show("Temperature", temperature, 0, "K")
show("Population of n=1 relative to n=0", hot_population * 1e4, 2, "x 1e-4")
show("Relative thermal correction to d", thermal_shift * 1e4, 2, "x 1e-4")
show("Share of first peak from another mode", other_share, 2)
show("d with that share removed", d_shared, 4, "angstrom")
for width, height in zip(widths, height_ratios):
    show(f"Height ratio at line width {width:.2f} eV", height, 4)
show("d from heights at the larger width",
     length * math.sqrt(2 * height_ratios[1]), 4, "angstrom")
print(f"Number of maxima at line width {widths[0]:.2f} eV: {narrow_maxima}")
print(f"Number of maxima at line width {film_width:.2f} eV: {film_maxima}")
show("Effective mass of quinoid ring stretch", ring_mass, 1, "amu")
show("Largest ring bond change", d_ring, 4, "angstrom")
show("Other ring bond changes (magnitude)", d_ring / 2, 4, "angstrom")
print("every check passed")
```

Output:

```
Input ratio I1/I0: 0.80
Input wavenumber: 1600 cm^-1
Carbon mass: 12 amu
Reduced mass: 6.0 amu
Reduced mass in SI: 9.9632 x 1e-27 kg
Angular frequency: 3.0138 x 1e14 rad/s
Vibrational quantum: 0.1984 eV
Oscillator length L: 0.05926 angstrom
Dimensionless shift d/L: 1.2649
Shift d from formula: 0.07496 angstrom
Shift d from grid search: 0.07496 angstrom
Shift d converted: 7.50 pm
Force constant: 56.48 eV/angstrom^2
Hole relaxation energy S*hbar*omega: 0.1587 eV
Mean vibrational energy from grid: 0.1587 eV
Fraction of intensity in peak 0: 0.4493
Fraction of intensity in peak 1: 0.3595
Fraction of intensity in peak 2: 0.1438
Fraction of intensity in peak 3: 0.0383
Harmonic I2/I0: 0.320
Assumed error of ratio: 0.05
d at lower ratio: 0.0726 angstrom
d at upper ratio: 0.0773 angstrom
Relative error of d by rule: 3.1 %
Neutral/cation frequency factor: 1.10
d if given wavenumber is the cation's: 0.0716 angstrom
d if given wavenumber is the neutral's: 0.0750 angstrom
Morse depth (rough): 5.0 eV
Morse d, bond lengthens: 0.0832 angstrom
Morse d, bond shortens (magnitude): 0.0692 angstrom
Morse I2/I0, bond lengthens: 0.460
Morse I2/I0, bond shortens: 0.180
d, amplitude slope +1 per angstrom: 0.0783 angstrom
d, amplitude slope -1 per angstrom: 0.0713 angstrom
Temperature: 300 K
Population of n=1 relative to n=0: 4.65 x 1e-4
Relative thermal correction to d: -1.58 x 1e-4
Share of first peak from another mode: 0.25
d with that share removed: 0.0649 angstrom
Height ratio at line width 0.10 eV: 0.8000
Height ratio at line width 0.20 eV: 0.8422
d from heights at the larger width: 0.0769 angstrom
Number of maxima at line width 0.10 eV: 6
Number of maxima at line width 0.50 eV: 1
Effective mass of quinoid ring stretch: 14.4 amu
Largest ring bond change: 0.0484 angstrom
Other ring bond changes (magnitude): 0.0242 angstrom
every check passed
```
